# Adiabatic current as Berry curvature and the charge pumped by Rice–Mele, part 2

How many particles does a slow periodic drive carry through an insulating chain, and can frozen diagonalizations replace propagation of the Schrödinger equation? The particles are independent fermions, treated one spin state at a time. Particle current is positive towards $+x$.

In the Rice–Mele chain, a cell of length $d$ holds site A (energy $+\Delta$, position $-d/4$) and site B (energy $-\Delta$, position $+d/4$). The hoppings are $-(J_0+\delta)$ inside the cell and $-(J_0-\delta)$ between cells. If the two hoppings never act together, the dimers are separate: a particle moves from A to B, then to A of the next cell, $d/2$ each time.

Bloch phases use each site's own position. With A as the upper component, $H(k)=\mathbf h\cdot\boldsymbol\sigma$, where $\theta=kd/2$ and

$$\mathbf h=(-2J_0\cos\theta,\;2\delta\sin\theta,\;\Delta). \tag{8}$$

The bands have energies $\mp E$, with $E=|\mathbf h|$, $\mathbf n=\mathbf h/E$ and gap $2E$. The instantaneous eigenstates are $|u_n\rangle$ with energies $E_n$; $n=0$ is the occupied band. The drive admixes the other states with amplitudes

$$a_n=\frac{i\hbar\langle u_n|\partial_tu_0\rangle}{E_n-E_0}. \tag{3}$$

Slow means that $|a_n|\ll1$ and that $a_n$ changes little over a time $\hbar/(E_n-E_0)$. A particle's velocity is then

$$v=\frac1\hbar\frac{\partial E_0}{\partial k}-\Omega_{kt},\qquad \Omega_{kt}=i\big(\langle\partial_ku_0|\partial_tu_0\rangle-\langle\partial_tu_0|\partial_ku_0\rangle\big). \tag{4}$$

With $A_\mu=i\langle u_0|\partial_\mu u_0\rangle$, the curvature is $\Omega_{kt}=\partial_kA_t-\partial_tA_k$. The cycle is described by $\phi$ from 0 to $2\pi$, and $\Omega_{kt}=\Omega_{k\phi}\dot\phi$. A full band transports, per cycle,

$$N=-\frac1{2\pi}\int_0^{2\pi}d\phi\int_0^{2\pi/d}dk\,\Omega_{k\phi}. \tag{6}$$

For the lower band $\Omega_{k\phi}=\tfrac12\,\mathbf n\cdot(\partial_k\mathbf n\times\partial_\phi\mathbf n)$; the upper band has the opposite curvature.

The cycle studied has constant $J_0>0$, $\delta=\delta_0\cos\phi$ and $\Delta=\Delta_0\sin\phi$, with $\delta_0,\Delta_0>0$. It encircles the one gapless point, $\delta=\Delta=0$, and has

$$-\Omega_{k\phi}=\frac{d\,J_0\delta_0\Delta_0}{E^3}\left[\cos^2\phi+\sin^2\theta\,\sin^2\phi\right]\ge0. \tag{10}$$

### Entry 7. Why the integral is one

Describe $\mathbf n$ by its polar angle $\beta$ and azimuth $\alpha$. From $\partial\mathbf n=\mathbf e_\beta\,\partial\beta+\mathbf e_\alpha\sin\beta\,\partial\alpha$ and $\mathbf e_\beta\times\mathbf e_\alpha=\mathbf n$,

$$\mathbf n\cdot(\partial_k\mathbf n\times\partial_\phi\mathbf n)=\sin\beta\,(\partial_k\beta\,\partial_\phi\alpha-\partial_\phi\beta\,\partial_k\alpha)=-(\partial_kn_z\,\partial_\phi\alpha-\partial_\phi n_z\,\partial_k\alpha),$$

because $n_z=\cos\beta$. The mixed derivatives of $\alpha$ cancel in the next line, so

$$N=\frac1{4\pi}\iint\big[\partial_k(n_z\partial_\phi\alpha)-\partial_\phi(n_z\partial_k\alpha)\big]dk\,d\phi. \tag{11}$$

This is the integral of a curl, and Green's theorem turns it into boundary terms. When $k$ advances by $2\pi/d$, $\theta$ advances by $\pi$. Then $h_x$ and $h_y$ change sign, $n_z$ does not, and $\alpha$ shifts by the constant $\pi$. The derivatives of $\alpha$ are therefore periodic in $k$, as they are in $\phi$. Opposite edges of the integration rectangle cancel.

What remains comes from points where $\alpha$ is undefined. They have $h_x=h_y=0$, that is $k=\pi/d$ and $\delta=0$. Cut a small disc around each. Its boundary is traversed clockwise as seen from the disc's centre, since the region of integration lies outside. If $\alpha$ increases by $2\pi w$ on a counterclockwise turn,

$$N=-\frac1{4\pi}\sum_p n_z(p)\,2\pi w_p=-\frac12\sum_p n_z(p)\,w_p .$$

The curvature is finite inside the discs, so their own contribution vanishes with their area.

To find $w$, set $\theta=\pi/2+\xi$ and $\phi=\phi_p+\eta$. To first order $h_x=2J_0\xi$ and $h_y=2\delta'\eta$, with $\delta'=d\delta/d\phi$ at the point. For $\delta'>0$ the vector $(h_x,h_y)$ turns in the same sense as $(\xi,\eta)$, and for $\delta'<0$ in the opposite sense. So $w=\mathrm{sgn}\,\delta'$. At the point itself $n_z=\mathrm{sgn}\,\Delta$, and

$$N=-\frac12\sum_{\delta=0}\mathrm{sgn}(\Delta)\,\mathrm{sgn}(\delta'). \tag{12}$$

For the cycle at hand there are two terms:

- At $\phi=\pi/2$, $\Delta>0$ and $\delta'<0$, which contributes $+\frac12$.
- At $\phi=3\pi/2$, $\Delta<0$ and $\delta'>0$, which contributes $+\frac12$.

Hence $N=+1$ for one filled spin state. If both spin states fill the same band and the Hamiltonian does not mix them, the two currents add and $N=2$.

The rule holds for other gapped loops with $J_0>0$ that cross $\delta=0$ with nonzero slope. A counterclockwise crossing of the positive $\Delta$ axis has $\delta'<0$, and one of the negative axis has $\delta'>0$. Formula (12) is thus the average of two signed counts, each equal to the winding number of $(\delta,\Delta)$ about the origin. It follows that "one particle per cycle" belongs to loops that enclose the gapless point once, and not to every periodic drive.

### Entry 8. Limits, and a grid that gives integers

By (10) the curvature is unchanged under $\phi\to\phi+\pi$ and under $\phi\to\pi-\phi$. The displacement is therefore $d/2$ after half a cycle and $d/4$ after a quarter. This agrees with a picture: the charge is centred on the strong bond at $x=0$ when $\phi=0$, on site B at $d/4$ when $\phi=\pi/2$, on the next strong bond at $d/2$ when $\phi=\pi$, and on the A site at $3d/4$ when $\phi=3\pi/2$. It is the sequence of the separate dimers, now with extended Bloch states.

For a Hamiltonian known only numerically, (6) can be evaluated from eigenvectors on a grid. Let $a,b,c,f$ be the lower-band states at the corners of a small rectangle, taken counterclockwise in the $(k,\phi)$ plane. Along one edge, $\langle u(\mu)|u(\mu+\epsilon)\rangle\approx e^{-iA_\mu\epsilon}$, so the product round the rectangle has the phase $-\Omega_{k\phi}$ times the area. Therefore

$$N=\frac1{2\pi}\sum_{\text{rectangles}}\arg\big(\langle a|b\rangle\langle b|c\rangle\langle c|f\rangle\langle f|a\rangle\big). \tag{13}$$

Arbitrary phases of the eigenvectors cancel. The states at $k+2\pi/d$ must be copied from those at $k$, with the sign of the B component reversed, because $H(k+2\pi/d)=\sigma_zH(k)\sigma_z$. The sum is then an integer even on a coarse grid, provided no overlap vanishes, but it need not be the right one. The grid must be fine in both directions, so that states at neighbouring corners nearly coincide up to a phase. A small integral of $\Omega_{k\phi}$ over each rectangle is not enough. With only three values of $\phi$, a loop run through twice is sampled in the same order as a single reversed loop, and a fine grid in $k$ then gives $-1$ instead of $2$. In practice, refine both spacings and check that the integer stays the same.

With the chain parameters of the next entry and a grid of 60 by 160 points, (13) gives $1$ for the standard loop and $-1$ for the reversed one. It gives $2$ when the loop is run through twice as $\phi$ goes from 0 to $2\pi$. For a shifted loop I took $\delta=\delta_0\cos\phi$ and $\Delta=\Delta_0(\sin\phi+2)$. It does not enclose the origin, and the result is $0$. Rule (12) gives the same four integers.

### Entry 9. Numbers for atoms in a sliding lattice

Ytterbium-171 is a fermion, and in an optical superlattice it can play the electron's part without charge. Take a cell of $d=532$ nm and the potential

$$V(x,\phi)=\frac{V_s}2\cos\frac{4\pi x}d-\frac{V_l}2\cos\left(\frac{2\pi x}d-\phi\right).$$

The first term makes two wells per cell, at $\pm d/4$. The second slides by one cell per cycle. The depths are $V_s=2E_R$ and $V_l=1E_R$, where $E_R=h^2/(2md^2)$, or $E_R/h=4.124$ kHz. Energies below are all divided by $h$.

I diagonalized this lattice in 15 plane waves for 40 values of $k$ and 60 of $\phi$, and matched three gaps between the lowest bands to the model:

- At $k=0$, $\phi=0$ the gap is $4J_0$, so $J_0=0.655$ kHz.
- At $k=\pi/d$, $\phi=0$ it is $4\delta_0$, so $\delta_0=0.275$ kHz.
- At $k=\pi/d$, $\phi=\pi/2$ it is $2\Delta_0$, so $\Delta_0=1.452$ kHz.

At $\phi=0$ the hoppings are $0.655\pm0.275$, or 0.930 and 0.380 kHz. The smallest gap is $4\times0.275=1.10$ kHz.

The peak of (10) at $k=\pi/d$, $\phi=0$ is $0.655\times1.452/(8\times0.275^2)\approx1.6$ cells per radian. At $\phi=\pi/2$ it is $0.655\times0.275/1.452^2\approx0.085$. Averaged over the filled band, the model's displacement from $\phi=0$ to $\pi/4$ is 0.211 cells, and the next eighth of the cycle adds 0.039 to reach 0.250. In the continuous lattice the first figure is 0.197, while the total at $\pi/2$ is again 0.250. Numerical quadrature of (10) over the full cycle gives 1.0000000000.

How slow must the drive be? For two bands $|\langle u_1|\partial_\phi u_0\rangle|=\frac12|\partial_\phi\mathbf n|$, which at $k=\pi/d$, $\phi=0$ is $\Delta_0/(4\delta_0)=1.32$. With the mean rate $\dot\phi=2\pi/T$, (3) gives

$$|a|\approx\frac{1.32}{T\times1.10\ \text{kHz}} .$$

This is 0.024 for $T=50$ ms and 0.6 for $T=2$ ms, where the expansion is no longer justified. A drive that passes the smallest gap faster than the mean rate raises $|a|$ in proportion. For the ramp used below the factor is about 1.7, which gives 0.04 and 1.0.

To see the consequence I integrated the Schrödinger equation of the two-band model for 64 values of $k$, starting in the lower band at $\phi=\pi/2$, with

$$\phi(t)=\frac\pi2+\frac{2\pi t}T-\sin\frac{2\pi t}T .$$

The rate vanishes at both ends and reaches twice its mean in the middle. The accumulated mean displacement is:

| $T$ (ms) | $N$ |
|---:|---:|
| 1 | 0.229 |
| 2 | 0.810 |
| 5 | 0.894 |
| 10 | 0.990 |
| 50 | 1.000 |

The approach to 1 is not monotonic: the model gives 0.657 at $T=3$ ms and 0.919 at $T=4$ ms. In the continuous lattice the same ramp gives values that differ from the tabulated ones by up to about 0.025 (0.835 at $T=2$ ms), and from the model by about 0.05 at $T=1.5$ ms, so for the fast entries even the second decimal describes the model only.

For a full upper band and $T=50$ ms the result is $-1.000$, as the opposite curvature requires. A count made without Bloch states agrees. On a ring of 20 cells, with the lower band filled and $T=50$ ms, the flow across one bond between cells adds up to 1.000 atoms.

The local law (4) can be examined too. In a 200 ms cycle, at $t=0.4T$, I averaged the velocities at $k$ and $-k$, so that the group velocity cancels. The largest difference from $-\Omega_{kt}$ was $6\times10^{-4}$ of the largest value of $-\Omega_{kt}$ at that moment.

### Entry 10. Where the integer is lost

**Temperature.** Suppose the atoms are in equilibrium at the start, at phase $\phi_s$, with the chemical potential in mid-gap. Suppose also that each state keeps its occupation during the pump. The upper band moves the opposite way, so what counts is the difference of occupations. With Fermi functions at energies $\mp E$ it is

$$\frac1{e^{-E/k_BT_a}+1}-\frac1{e^{E/k_BT_a}+1}=\tanh\frac E{2k_BT_a},$$

with $T_a$ the temperature of the atoms. The transported number is the $k$ average of this factor times the displacement of each $k$ state in cells. The group velocities cancel between $k$ and $-k$ because the occupation is even in $k$.

At 10 nK, $k_BT_a/h=0.208$ kHz. Preparation at $\phi_s=\pi/2$ gives $N=0.999$; preparation at $\phi_s=0$ gives 0.928. The temperature is the same in both. At $\phi=\pi/2$ every state has $E\ge\Delta_0$, so the factor is at least $\tanh(1.452/0.417)=0.998$. At $\phi=0$ it falls to $\tanh(0.550/0.417)=0.87$ at the zone boundary. The displacement per state is largest there, because for $J_0>\delta_0$ expression (10) grows with $\sin^2\theta$ at every $\phi$. At equal temperature it therefore pays, in this model, to prepare the gas where the gap is wide. At equal entropy the advantage is much smaller: a gas with the entropy it has at 10 nK and $\phi_s=0$ would be at about 20 nK at $\phi_s=\pi/2$, and would give $N=0.956$ in the model (about 0.95 in the continuous lattice).

**Other bands and longer hops.** On the grid used above, the model's gap differs from that of the continuous lattice by at most 0.12 kHz, about a tenth of the smallest gap. The second and third bands stay at least 3.2 kHz apart. Formula (13), applied to the lowest band of the continuous lattice, gives 1. The omitted terms change the course of the current within the cycle but not the integer.

**Trap.** A harmonic trap of 20 Hz tilts the lattice by 0.036 kHz per cell at 10 µm from its centre. With this tilt added as a constant force and $T=50$ ms, the Schrödinger equation gives $N=1.0004$. The small excess is not extra pumping. It is a polarization of the filled band by the force, which acts suddenly from the start: with $\phi$ held at $\pi/2$ the same force also displaces the atoms by 0.0004 cells, and when it is switched on and off smoothly during the cycle the excess disappears.

**Contact interaction.** Atoms in one spin state have no s-wave contact interaction. For two spin states I took a scattering length of rough magnitude 3 Bohr radii, a transverse trap frequency of 20 kHz, and Gaussian ground states in each well. The energy of two atoms on a site is then about 0.04 kHz, small beside the 1.10 kHz gap. In so shallow a lattice the true orbitals are wider than these Gaussians, so the figure is an overestimate. This compares energies and is not a calculation of the interacting pump.

In a laboratory pump the full band is an assumption to be checked. A trapped cloud has partly filled cells at its edge, and a warmer gas has atoms in the upper band. The example puts the thermal loss between 0.1% and 7% at 10 nK, depending on the preparation; the loss from the cloud's edge was not computed.

For the 50 ms cycle the mean drift is $532\ \text{nm}/50\ \text{ms}=10.6$ µm/s. Electrons in the same independent-particle model, with both spins filled, would carry a charge of magnitude $2e=0.320$ aC per cycle. Coulomb repulsion is left out of that figure. In a chain of small quantum dots it can exceed the hopping, and the filled-band state would have to be examined afresh.

The opening decision can now be made with numbers. Find the largest $|a|$ from (3) over all $k$ and the whole cycle, using the actual rate at each moment, and compare the temperature with the gap at preparation. For the ramp used here the largest $|a|$ occurs at the smallest gap, but that depends on the timetable. The drive $\phi=2\pi t/T-\frac12\sin(4\pi t/T)$ is at rest at the smallest gap, and at $T=3$ ms it still gives only $N=0.74$, with $|a|$ never above 0.24, because its rate changes on a time comparable to $\hbar$ over the gap. If both ratios are small, the rate itself changes slowly on that time scale, the band is full and the drive starts and stops smoothly, frozen eigenvectors and (13) give the transported number to a good approximation. For the ramp of Entry 9, $|a|\approx0.2$ ($T=10$ ms) costs 1% and $|a|\approx0.4$ ($T=5$ ms) costs 11%. Once $|a|$ reaches a few tenths, the equation of motion has to be integrated.
